# Lowest Landau level: analytic states, projected potentials and non-commuting coordinates

## A Gaussian state

An electron of charge \(-e\) moves in the \(xy\) plane in a uniform magnetic field of strength \(B\) pointing along \(-z\). Spin is left out throughout, and motion along the field until the last section. Rydberg atomic units are used: \(\hbar=1\), \(2m_e=1\), lengths in \(a_0\), energies in Ry. With \(b=eB/\hbar\), an inverse area, and \(e\mathbf A=(b/2)(y,-x)\), the Hamiltonian is

\[
H=\pi_x^2+\pi_y^2,\qquad \pi_x=-i\partial_x+\tfrac b2y,\qquad \pi_y=-i\partial_y-\tfrac b2x .
\]

The two cross terms in the commutator each give \(ib/2\), so \([\pi_x,\pi_y]=ib\). Define \(D=\pi_x+i\pi_y\). Then

\[
D^\dagger D=\pi_x^2+\pi_y^2+i[\pi_x,\pi_y]=H-b,\qquad H=D^\dagger D+b. \tag{1}
\]

Since \(\langle\psi|D^\dagger D|\psi\rangle=\|D\psi\|^2\ge0\), no energy lies below \(b\), and a state has energy \(b\) if and only if \(D\psi=0\).

Let \(w=x+iy\), and try \(\varphi_0=\sqrt{b/2\pi}\,e^{-b|w|^2/4}\). Differentiation gives

\[
\pi_x\varphi_0=\tfrac{ib}{2}\bar w\,\varphi_0,\qquad \pi_y\varphi_0=-\tfrac b2\bar w\,\varphi_0 .
\]

Hence \(D\varphi_0=0\) and \(D^\dagger\varphi_0=ib\bar w\varphi_0\). For a prefactor \(F\), the product rule gives \(D(F\varphi_0)=-i[(\partial_x+i\partial_y)F]\varphi_0\). Therefore \(D(w\varphi_0)=0\), while \(D(\bar w\varphi_0)=-2i\varphi_0\) and

\[
H\bar w\varphi_0=-2iD^\dagger\varphi_0+b\bar w\varphi_0=3b\,\bar w\varphi_0 .
\]

Multiplying by \(w\) keeps the electron in the lowest level; multiplying by \(\bar w\) lifts this state to the next one.

Let \(P\) project on the lowest level, and let \(X=PxP\), \(Y=PyP\). From \(x=(w+\bar w)/2\) and \(y=(w-\bar w)/(2i)\), projection discards the \(\bar w\) parts:

\[
X\varphi_0=\tfrac12w\varphi_0,\qquad Y\varphi_0=\tfrac1{2i}w\varphi_0 .
\]

The density \((b/2\pi)e^{-br^2/2}\) has \(\langle|w|^2\rangle=2/b\), so

\[
\langle XY\rangle=\langle X\varphi_0|Y\varphi_0\rangle=\frac1{4i}\,\frac2b=-\frac{i}{2b}.
\]

\(\langle YX\rangle\) is its complex conjugate, and \(\langle[X,Y]\rangle=-i/b\). The coordinates commute before projection, but not after it. Both derivations below extend this to the whole level.

## First derivation: analytic functions

**The states.** Put \(\partial_{\bar w}=(\partial_x+i\partial_y)/2\) and \(\partial_w=(\partial_x-i\partial_y)/2\). Any state can be written \(\psi=F e^{-b|w|^2/4}\), and the product rule above becomes

\[
D\psi=-2i(\partial_{\bar w}F)e^{-b|w|^2/4}. \tag{2}
\]

So \(D\psi=0\) is the Cauchy–Riemann condition \(\partial_{\bar w}F=0\). The lowest level consists of the functions \(f(w)e^{-b|w|^2/4}\) with \(f\) analytic in the whole plane and the norm finite. Reversing the field or the charge exchanges \(w\) and \(\bar w\).

Equation (2) also gives the energy cost of a non-analytic part:

\[
\langle H\rangle-b=\frac{4\int|\partial_{\bar w}F|^2e^{-b|w|^2/2}d^2r}{\int|F|^2e^{-b|w|^2/2}d^2r}.
\]

Take \(F=|w|^2+w^2+\bar w\) at \(b=2\,a_0^{-2}\). In that unit of length the normalized weight has \(\langle|w|^2\rangle=1\) and \(\langle|w|^4\rangle=2\). Since \(\partial_{\bar w}F=w+1\), the numerator is \(4(1+1)=8\). The three terms of \(F\) have different angular momenta, so the denominator is \(2+2+1=5\). The excess is 1.6 Ry, as in the numerical output.

**The projector.** With \(t=br^2/2\), the radial norm integrals are \(\int_0^\infty t^me^{-t}dt=m!\), which gives the orthonormal functions

\[
\varphi_m=\sqrt{\frac{(b/2)^{m+1}}{\pi\,m!}}\;w^me^{-b|w|^2/4},\qquad m=0,1,2,\ldots
\]

They are complete in the level. On a disc, different powers in the Taylor series of \(f\) are orthogonal by angular integration; letting the radius grow, the norm of \(f\) becomes the sum of the norms of its terms. Summing \(\varphi_m(w)\overline{\varphi_m(w')}\) gives an exponential series, so on prefactors

\[
(PF)(w)=\frac b{2\pi}\int e^{bw\bar w'/2}\,F(w',\bar w')\,e^{-b|w'|^2/2}\,d^2r'. \tag{3}
\]

For analytic \(f\), \(Pf=f\).

**The ordering rule.** Let \(f,g\) be polynomials in \(w\). Because \(\bar w e^{-bw\bar w/2}=-(2/b)\partial_we^{-bw\bar w/2}\) and \(\partial_w\bar g=0\), integration by parts gives

\[
\int\bar g\,\bar w f\,e^{-b|w|^2/2}d^2r=\int\bar g\left(\frac2b\,\partial_wf\right)e^{-b|w|^2/2}d^2r .
\]

The Gaussian removes the boundary term. Repeating the step for each factor of \(\bar w\) gives

\[
P\,\bar w^pw^q\,P:\quad f\mapsto\left(\frac2b\partial_w\right)^p(w^qf). \tag{4}
\]

To project a polynomial potential, write it in \(w\) and \(\bar w\), put every \(\bar w\) to the left, and replace \(\bar w\) by \((2/b)\partial_w\). The derivative also acts on the powers of \(w\) that came from the potential.

**The commutator.** On prefactors, \(W=PwP\) is multiplication by \(w\), and \(W^\dagger=P\bar wP\) is \((2/b)\partial_w\). Thus \([W^\dagger,W]=2/b\). With \(X=(W+W^\dagger)/2\) and \(Y=(W-W^\dagger)/(2i)\),

\[
[X,Y]=\frac1{4i}\left(-[W,W^\dagger]+[W^\dagger,W]\right)=\frac1{4i}\,\frac4b=-\frac ib. \tag{5}
\]

In terms of the magnetic length \(l=b^{-1/2}\), this is \(-il^2\).

**General potentials.** Let \(V(\mathbf r)=\int\frac{d^2k}{(2\pi)^2}\tilde V(\mathbf k)e^{i\mathbf k\cdot\mathbf r}\) and \(\kappa=k_x+ik_y\), so that \(\mathbf k\cdot\mathbf r=(\kappa\bar w+\bar\kappa w)/2\). In (3), the factor \(e^{i\kappa\bar w'/2}\) shifts \(w\) to \(w+i\kappa/b\) in the kernel. The remaining factor \(e^{i\bar\kappa w'/2}f(w')\) is analytic and is reproduced at the shifted point:

\[
Pe^{i\mathbf k\cdot\mathbf r}P:\quad f(w)\mapsto e^{-k^2/2b}\,e^{i\bar\kappa w/2}f(w+i\kappa/b).
\]

This is \(e^{\mathcal A}e^{\mathcal B}\) with \(\mathcal A=i\kappa W^\dagger/2\) and \(\mathcal B=i\bar\kappa W/2\). Their commutator is the number \(-(k^2/4)(2/b)=-k^2/2b\), so \(e^{\mathcal A}e^{\mathcal B}=e^{\mathcal A+\mathcal B}e^{[\mathcal A,\mathcal B]/2}\). With \(\mathbf R=(X,Y)\), \(\mathcal A+\mathcal B=i\mathbf k\cdot\mathbf R\), and

\[
PVP=\int\frac{d^2k}{(2\pi)^2}\,\tilde V(\mathbf k)\,e^{-k^2/4b}\,e^{i\mathbf k\cdot\mathbf R}. \tag{6}
\]

The factor \(e^{-k^2/4b}\) is the Fourier transform of the density \((b/\pi)e^{-br^2}\). The potential is first averaged over this density; then \(\mathbf r\) is replaced by \(\mathbf R\), with the symmetric ordering that \(e^{i\mathbf k\cdot\mathbf R}\) defines.

## Second derivation: guiding centres

This route starts from commutators. Split the position as \(\mathbf r=\mathbf R+\boldsymbol\eta\), where now

\[
R_x=x+\frac{\pi_y}b,\quad R_y=y-\frac{\pi_x}b,\qquad \eta_x=-\frac{\pi_y}b,\quad \eta_y=\frac{\pi_x}b .
\]

Using \([x,\pi_x]=[y,\pi_y]=i\),

\[
[R_x,\pi_x]=i+\frac{[\pi_y,\pi_x]}b=i-i=0,\qquad [R_y,\pi_y]=i-\frac{[\pi_x,\pi_y]}b=0 .
\]

The mixed commutators \([R_x,\pi_y]\) and \([R_y,\pi_x]\) vanish term by term. So \(\mathbf R\) commutes with \(\boldsymbol\eta\), with \(H\) and with \(P\). It is the centre of the cyclotron orbit, and \(\boldsymbol\eta\) is the position relative to it. Since \(x\) and \(y\) commute,

\[
0=[x,y]=[R_x,R_y]+[\eta_x,\eta_y],\qquad [\eta_x,\eta_y]=\frac{[\pi_x,\pi_y]}{b^2}=\frac ib,
\]

and therefore \([R_x,R_y]=-i/b\). On the lowest level \(DP=0\) and \(PD^\dagger=0\). As \(\pi_x\) and \(\pi_y\) are linear in \(D\) and \(D^\dagger\), \(P\boldsymbol\eta P=0\). Hence \(PxP=R_xP\) and \(PyP=R_yP\), which is (5) again.

For the potential, \(e^{i\mathbf k\cdot\mathbf r}=e^{i\mathbf k\cdot\mathbf R}e^{i\mathbf k\cdot\boldsymbol\eta}\). From \(\eta_x+i\eta_y=iD/b\),

\[
i\mathbf k\cdot\boldsymbol\eta=\frac{\kappa D^\dagger-\bar\kappa D}{2b}.
\]

Equation (1) and its counterpart \(DD^\dagger=H+b\) give \([D,D^\dagger]=2b\). Thus \(D^\dagger D/2b\) is an oscillator number operator, the levels of \(H\) are \(b(2n+1)\) with \(n=0,1,2,\ldots\), and the gap is \(2b\). The commutator of the two terms, in the order written, is \((-k^2/4b^2)(-2b)=k^2/2b\), so

\[
e^{i\mathbf k\cdot\boldsymbol\eta}=e^{-k^2/4b}\,e^{\kappa D^\dagger/2b}\,e^{-\bar\kappa D/2b}. \tag{7}
\]

Between two projectors both exponentials reduce to 1. What remains is \(e^{-k^2/4b}e^{i\mathbf k\cdot\mathbf R}P\), which is (6). In the lowest level, the component of \(\boldsymbol\eta\) along any one direction is therefore distributed as in the averaging density. The two components do not commute, so the density is not a joint probability for them.

The analytic functions also follow. Let \(W=R_x+iR_y=w-iD/b\), which is multiplication by \(w\) when \(D\psi=0\). Its adjoint is \(W^\dagger=(2/b)\partial_w+\bar w/2\), and \([W^\dagger,W]=2/b\), so \(N=(b/2)WW^\dagger\) is an oscillator number operator. On the level, \(D\psi=0\) means \(\partial_{\bar w}\psi=-bw\psi/4\), and

\[
N\psi=w\partial_w\psi+\tfrac b4w\bar w\,\psi=(w\partial_w-\bar w\partial_{\bar w})\psi .
\]

This is the angular momentum, whose eigenstates are complete. Lowering any of them with \(W^\dagger\) must end at a state killed by both \(W^\dagger\) and \(D\). The two first-order equations have the single solution \(\varphi_0\), up to a constant. The level is therefore spanned by \(w^m\varphi_0\).

## What each derivation assumes

Both assume a uniform field and the whole plane. If \(b\) depends on position, (1) becomes \(H=D^\dagger D+b(\mathbf r)\), and states killed by \(D\) are in general no longer eigenstates; the vanishing of \([\mathbf R,\boldsymbol\pi]\) is lost too.

The first derivation uses the symmetric gauge. Another gauge multiplies all states by a common phase factor, so the prefactor of \(e^{-b|w|^2/4}\) is in general not analytic until that phase is removed. In return, the kernel (3) projects a potential directly in position space, without a Fourier transform. Rule (4) is meant on polynomial \(f\), since polynomial potentials are unbounded.

The second derivation of (5) and (6) rests on commutators and on \(DP=0\), and holds in any gauge. Its route to (6) uses a Fourier representation of \(V\); a polynomial potential can instead be expanded in \(\mathbf R\) and \(\boldsymbol\eta\). The derivation extends readily to higher levels. In the next level \(D^\dagger D=2b\), and the terms of (7) that preserve the level are \(1-(k^2/4b^2)D^\dagger D\). The factor in (6) then becomes \(e^{-k^2/4b}(1-k^2/2b)\).

Neither derivation assumes that \(V\) is weak: (6) is an identity for \(PVP\). Weakness enters when \(b+PVP\) replaces \(H+V\), which requires matrix elements of \(V\) between levels to be small against the gap \(2b\).

## Reading the commutator

For a uniform force, \(V=Gx\), the projected Hamiltonian is \(b+GX\). Then \(\dot X=0\) and \(\dot Y=i[GX,Y]=G/b\): the electron drifts at right angles to the force, as in classical crossed fields.

Products must be projected as a whole. Since \(xy=(w^2-\bar w^2)/4i\), rule (4) gives \(PxyP=(W^2-W^{\dagger2})/4i\), whereas \(XY\) contains the extra term \([W^\dagger,W]/4i\). Hence

\[
PxyP-XY=\frac i{2b},\qquad Px^2P-X^2=\frac14[W^\dagger,W]=\frac1{2b}.
\]

These differences equal \(Px(1-P)yP\) and \(Px(1-P)xP\), the excursions through higher levels that projection between the factors cuts off.

At \(b=2\,a_0^{-2}\), a field of \(4.70\times10^5\) T (a model value for the free-electron mass, far beyond laboratory magnets), \(l=0.707\,a_0\) and \([X,Y]=-0.5i\,a_0^2\). The state \(\varphi_0\) has \(\Delta X\,\Delta Y=0.25\,a_0^2\), the smallest value the commutator allows. A finite matrix cannot satisfy (5) throughout, because the trace of a commutator of finite matrices is zero. With 40 states, 39 diagonal elements are \(-0.5i\,a_0^2\), and the last is \(+19.5i\,a_0^2\), which cancels their sum.

## A Gaussian well

If \(V\) depends on \(r\) alone, angular integration leaves \(PVP\) diagonal in \(m\). With \(t=br^2/2\),

\[
v_m=\frac1{m!}\int_0^\infty V\!\left(\sqrt{2t/b}\right)t^me^{-t}\,dt. \tag{8}
\]

For \(V=-V_0e^{-r^2/s^2}\) the exponent is \(-\alpha t\) with \(\alpha=1+2/(bs^2)\), and \(v_m=-V_0\,\alpha^{-(m+1)}\). Take the round model values \(V_0=0.4\) Ry and \(s=2\,a_0\), with \(b\) as above. Then \(\alpha=1+2/8=1.25\) and \(v_0=-0.4/1.25=-0.32\) Ry, or \(-4.35\) eV. The averaged potential at the centre is deeper, \(-V_0s^2/(s^2+1/b)=-0.356\) Ry, because in \(\varphi_0\) the guiding centre is itself spread, with \(\langle X^2+Y^2\rangle=0.5\,a_0^2\). Indeed, the density of \(\varphi_0\) gives \(\langle e^{i\mathbf k\cdot\mathbf r}\rangle=e^{-k^2/2b}\), so by (6) \(\langle e^{i\mathbf k\cdot\mathbf R}\rangle=e^{-k^2/4b}\). The potential is averaged a second time over the same density, which turns \(s^2+1/b\) into \(s^2+2/b\) and gives \(-V_0s^2/(s^2+2/b)=-V_0/\alpha=v_0\).

The unprojected radial problem measures what projection leaves out:

| \(m\) | \(b+v_m\) (Ry) | unprojected (Ry) | difference (Ry) |
|---|---|---|---|
| 0 | 1.6800 | 1.6790 | −0.00102 |
| 1 | 1.7440 | 1.7427 | −0.00133 |
| 2 | 1.7952 | 1.7939 | −0.00130 |
| 3 | 1.8362 | 1.8350 | −0.00113 |

The differences are negative because \(b+v_m\) is the expectation value of the full Hamiltonian in \(\varphi_m\), an upper bound to the lowest energy at that \(m\). Relative to \(|v_m|\) they grow from 0.3% at \(m=0\) to 0.7% at \(m=3\).

For \(m=0\) the size can be derived. On a prefactor \(F(t)\), \(D^\dagger D\) acts as \(-2b[tF''+(1-t)F']\), so the Laguerre polynomials \(L_n(t)\) are the states with energy \(2bn\) above the lowest level. Their generating function, \(\sum_nL_nu^n=e^{-tu/(1-u)}/(1-u)\), gives

\[
\sum_nu^n\!\int_0^\infty\! L_n(t)e^{-\alpha t}dt=\frac1{\alpha-(\alpha-1)u},
\]

so the coupling to level \(n\) is \(-V_0q^n/\alpha\), with \(q=(\alpha-1)/\alpha=0.2\). Second-order perturbation theory yields

\[
-\frac{V_0^2}{2b\alpha^2}\sum_{n\ge1}\frac{q^{2n}}n=-0.0256\times0.04082=-0.001045\ \text{Ry},
\]

close to the \(-0.00102\) Ry in the table. Halving \(V_0\) reduces the difference by a factor of 3.96, near the 4 of a second-order effect.

## An atom in the field

For an atom the potential also depends on the coordinate \(z\) along the field. As \(P\) acts on \(x\) and \(y\) alone, (8) holds at each \(z\) and gives a one-dimensional potential \(v_m(z)\). For one electron and a fixed nucleus of unit charge, \(V=-2/\sqrt{r^2+z^2}\), and at \(z=0\)

\[
v_0(0)=-2\sqrt{\frac b2}\int_0^\infty t^{-1/2}e^{-t}dt=-\sqrt{2\pi b}.
\]

Projection makes the Coulomb singularity finite. This depth grows as \(\sqrt b\) and the gap as \(2b\), so comparing the two suggests that projection needs \(b\) well above \(\pi/2\) in \(a_0^{-2}\). That is an estimate of scale, not a bound on the error, and the error falls slowly: for the lowest \(m=0\) state, projection underestimates the binding energy \(b-E\) by about 12% at \(b=2\), 4.5% at \(b=10\) and 1.1% at \(b=100\,a_0^{-2}\). Since \(b=\pi/2\,a_0^{-2}\) is about \(3.7\times10^5\) T, a free atom in a laboratory field is far outside this regime.

## Table of computed values

```
field parameter b = 2.000 a0^-2
magnetic field B = 4.7010e+05 T
magnetic length l = 0.70711 a0
LLL energy b = 2.000 Ry, gap 2b = 4.000 Ry
lowest free energy at m = -1: 6.0000 Ry
excess energy of |w|^2 + w^2 + conj(w): 1.60000 Ry
matrix size M = 40
Im [X,Y], first diagonal element = -0.50000 a0^2
Im [X,Y], last diagonal element = 19.50000 a0^2
Im (PxyP - XY), m = 0: 0.25000 a0^2
Px^2P - X^2, m = 0: 0.25000 a0^2
P r^2 P, m = 0: 1.00000 a0^2
X^2 + Y^2, m = 0: 0.50000 a0^2
Delta X * Delta Y, m = 0: 0.25000 a0^2
well depth V0 = 0.400 Ry, range s = 2.000 a0
alpha = 1.25000 (no unit)
smeared potential at the centre = -0.35556 Ry
m = 0: projected v_m = -0.32000 Ry
m = 0: projected energy = 1.68000 Ry
m = 0: unprojected energy = 1.67898 Ry
m = 0: unprojected - projected = -0.001024 Ry
m = 1: projected v_m = -0.25600 Ry
m = 1: projected energy = 1.74400 Ry
m = 1: unprojected energy = 1.74267 Ry
m = 1: unprojected - projected = -0.001335 Ry
m = 2: projected v_m = -0.20480 Ry
m = 2: projected energy = 1.79520 Ry
m = 2: unprojected energy = 1.79390 Ry
m = 2: unprojected - projected = -0.001303 Ry
m = 3: projected v_m = -0.16384 Ry
m = 3: projected energy = 1.83616 Ry
m = 3: unprojected energy = 1.83503 Ry
m = 3: unprojected - projected = -0.001128 Ry
v_0 converted = -4.3538 eV
second-order estimate, m = 0: -0.001045 Ry
difference at half depth, m = 0: -0.000259 Ry
ratio of differences, full to half depth = 3.958 (no unit)
```
